\section*{Baliga's on-resistance with incompletely ionized dopants}

\section*{Problem}

A uniformly doped n-type drift layer has donor density $N$, permittivity $\varepsilon$, electron mobility $\mu$ and critical field $E_c$. It must block a voltage $V$. In the blocking state the field falls linearly from $E_c$ at the junction to zero at the far end of the layer, so that the layer is just fully depleted. In the on-state the donors are only partly ionized: the electron density in the neutral layer is $n=fN$ with $f=0.05$. There are no compensating acceptors.

\begin{enumerate}
\item[(a)] All donors contribute to the depletion charge. Find the layer width $W$ and the donor density $N$ that the blocking voltage requires.
\item[(b)] Find the specific on-resistance $R$ (resistance times area) of the layer. By what factor does it differ from Baliga's value, which assumes $f=1$, if the mobility is the same?
\item[(c)] Justify the premise of (a): why may donors that are neutral in the on-state be counted as charged in the blocking state, and how large is the resulting error in $V$?
\item[(d)] Evaluate the results for a relative permittivity of 10, $E_c=5$ MV/cm, $\mu=100\ \mathrm{cm^2/(V\,s)}$ and $V=5000$ V. At 300 K, with a conduction-band density of states $N_c=10^{19}\ \mathrm{cm^{-3}}$ and a donor degeneracy $g=2$, how deep must the donor level lie to give $f=0.05$?
\end{enumerate}

These are round model parameters and describe no particular material. The resistance of contacts and substrate, the built-in voltage and the small depletion layer of the on-state are neglected.

\section*{Hints}

\begin{enumerate}
\item Treat the two states of the device separately. Ask of each whether it depends on the density of charged donors in a depleted region or on the density of electrons in a neutral one.
\item For (a), the slope of the field is set by the charge density, and the voltage is the area under the field.
\item For (b), write the resistance of a uniform slab first, and insert the results of (a) only afterwards.
\item For (c), express the donor occupation through the local electron density. Then multiply Poisson's equation by the field, which makes it integrable once without knowledge of the profile in space.
\item For (d), the donor depth follows from charge neutrality in the on-state.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The blocking state}

Let $x$ be the distance from the junction and $E(x)$ the magnitude of the field. The depleted layer carries the charge density $qN$, where $q$ is the elementary charge. Poisson's equation then reads $dE/dx=-qN/\varepsilon$, with the minus sign because the magnitude falls away from the junction. With $E(0)=E_c$,
\begin{equation}
E(x)=E_c-\frac{qN}{\varepsilon}x .
\end{equation}
The field vanishes at $x=W$, which gives
\begin{equation}
E_c=\frac{qNW}{\varepsilon}.
\label{eq:peak}
\end{equation}
The voltage is the integral of the field:
\begin{equation}
V=\int_0^W E\,dx=E_cW-\frac{qNW^2}{2\varepsilon}
=E_cW-\frac{E_cW}{2}=\frac{E_cW}{2},
\end{equation}
where (\ref{eq:peak}) was used in the second term. Solving for $W$, and then (\ref{eq:peak}) for $N$, we obtain
\begin{equation}
W=\frac{2V}{E_c},\qquad
N=\frac{\varepsilon E_c}{qW}=\frac{\varepsilon E_c^2}{2qV}.
\label{eq:design}
\end{equation}
The fraction $f$ appears in neither expression. It describes the neutral layer, and in the blocking state there is none.

\subsection*{(b) The on-state}

A slab of thickness $W$ and conductivity $q\mu n$ has the specific resistance $W/(q\mu n)$. Here $n=fN$, so
\begin{equation}
R=\frac{W}{q\mu fN}
=\frac{2V}{E_c}\,\frac{1}{q\mu f}\,\frac{2qV}{\varepsilon E_c^2}
=\frac{4V^2}{f\,\varepsilon\mu E_c^3}.
\label{eq:R}
\end{equation}
For $f=1$ this is Baliga's resistance $R_B=4V^2/(\varepsilon\mu E_c^3)$. Therefore
\begin{equation}
\frac{R}{R_B}=\frac1f=\frac{1}{0.05}=20 .
\end{equation}
The resistance is twenty times Baliga's value. Equivalently, the figure of merit $\varepsilon\mu E_c^3$ is replaced by $f\varepsilon\mu E_c^3$.

The factor arises because the donors play two roles. The neutral ones add nothing to the conduction, yet each of them takes its full share of the charge that the critical field allows. The limit on $N$ is thus the same as for shallow donors, and the electron density is smaller by the factor $f$.

Four conditions belong to this result. First, if the mobility differs between the two cases, the ratio becomes $\mu_B/(f\mu)$, where $\mu_B$ is the mobility at full ionization. Neutral and ionized donors scatter differently, so equal mobility is an assumption. Secondly, both layers have the same $N$ and $W$, so a dependence of $E_c$ on doping would not alter the ratio, provided that $E_c$ is the same for both kinds of donor. Thirdly, $f$ must be taken at the doping (\ref{eq:design}) and at the operating temperature. Fourthly, $f$ is the equilibrium value at zero field, so $R$ is the resistance at small current. With the numbers of (d), a current of 100 $\mathrm{A/cm^2}$ would drop 18 V, a field of 9 kV/cm, and dissipate 1.8 $\mathrm{kW/cm^2}$. The Poole--Frenkel lowering $q\sqrt{qE/(\pi\varepsilon)}$ of a Coulombic donor level is then about $0.9\,kT$, and both this lowering and the heating raise $f$ and bring the ratio below 20.

The result can also be read at fixed resistance. Solving (\ref{eq:R}) for the voltage gives $V=\frac12\sqrt{Rf\varepsilon\mu E_c^3}$. At given $R$ and given $f=0.05$, the attainable voltage is therefore $\sqrt{0.05}=0.22$ of its value at full ionization. Here $f$ is the fraction at the doping of the lower-voltage layer; for a fixed donor level it changes with the design voltage, as Variation 2 shows.

\subsection*{(c) Why every donor counts in the blocking state}

Let the donor level lie at a depth $E_d$ below the conduction band. With the Fermi energy $E_F$, the donor energy $E_D$ and the thermal energy $kT$, the density of ionized donors is
\begin{equation}
N^+=\frac{N}{1+g\,e^{(E_F-E_D)/kT}} .
\end{equation}
For a nondegenerate electron gas $n=N_c\,e^{(E_F-E_C)/kT}$, where $E_C=E_D+E_d$ is the band edge. Hence $e^{(E_F-E_D)/kT}=(n/N_c)\,e^{E_d/kT}$, and
\begin{equation}
N^+=\frac{N}{1+n/n_1},\qquad n_1=\frac{N_c}{g}\,e^{-E_d/kT}.
\label{eq:occ}
\end{equation}
A donor is neutral because there are electrons around it to be captured. Where $n\ll n_1$, it is ionized. This counts only the exchange of electrons with the conduction band, which is justified for a donor level well above the middle of the gap.

In the neutral layer $n=N^+=fN$. Inserted into (\ref{eq:occ}), this gives $f(1+fN/n_1)=1$, or
\begin{equation}
\frac{f^2N}{1-f}=n_1 .
\label{eq:neutral}
\end{equation}

Now let the bands bend upwards by $u\,kT$ on the way from the neutral side to the junction. With a flat electron quasi-Fermi level, $n=fN e^{-u}$. We define $a=fN/n_1$, which by (\ref{eq:neutral}) equals $(1-f)/f$, so that $1+a=1/f$. The local charge density is
\begin{equation}
\rho(u)=qN\left[\frac{1}{1+a\,e^{-u}}-f\,e^{-u}\right].
\label{eq:rho}
\end{equation}
At $u=0$ the bracket is $f-f=0$, as neutrality demands. For large $u$ it tends to 1, which is the full donor charge.

Let $s$ be the distance from the neutral side towards the junction and $\varphi=(kT/q)u$ the potential drop. Then $E=d\varphi/ds$ and $d^2\varphi/ds^2=\rho/\varepsilon$. Multiplication by $d\varphi/ds$ turns the left side into $\frac12\,d(E^2)/ds$. Integration from the neutral side, where $E=0$, gives
\begin{align}
\frac{E^2}{2}&=\frac1\varepsilon\int_0^{\varphi}\rho\,d\varphi'
=\frac{NkT}{\varepsilon}\int_0^u\left[\frac{e^{u'}}{e^{u'}+a}-f\,e^{-u'}\right]du'\nonumber\\
&=\frac{NkT}{\varepsilon}\left[\ln\frac{e^u+a}{1+a}-f\left(1-e^{-u}\right)\right].
\end{align}
At the junction $u$ is of the order of $10^5$. There $\ln(e^u+a)$ may be replaced by $u$ and $e^{-u}$ by zero. With $-\ln(1+a)=-\ln(1/f)$ and $E=E_c$,
\begin{equation}
\frac{E_c^2}{2}=\frac{NkT}{\varepsilon}\left[u-\ln\frac1f-f\right].
\end{equation}
The blocking voltage is $V=(kT/q)u$, so
\begin{equation}
V=\frac{\varepsilon E_c^2}{2qN}+\frac{kT}{q}\left[\ln\frac1f+f\right].
\label{eq:corr}
\end{equation}
The first term is the result of (a). The second comes from the finite thickness of the depletion edge, where the donors ionize gradually and some free electrons remain. For $f=1$ it is still $kT/q$, which is due to the electrons alone. At 300 K, $kT/q=0.02585$ V, and for $f=0.05$ the correction is $0.02585\times(2.996+0.050)=0.079$ V. Against 5000 V this is negligible. The value applies when some neutral material remains behind the depletion edge. If the layer is depleted right up to a heavily doped substrate, electrons spilling over from the substrate change the correction, but it remains a small multiple of $kT/q$.

The argument assumes steady blocking, a leakage current too small to keep $n$ comparable with $n_1$, and enough time for the donors to emit their electrons. Suppose instead that the voltage rises so fast that the neutral donors stay neutral while the free electrons are swept out. The charge density is then $qfN$, and the field no longer falls to zero within the layer but ends on charge in a heavily doped substrate. With peak field $E_m$ and the same $W$,
\begin{equation}
V=E_mW-\frac{qfNW^2}{2\varepsilon}=E_mW-\frac{fE_cW}{2}.
\end{equation}
Setting this equal to $E_cW/2$ gives $E_m=\frac12(1+f)E_c=0.525\,E_c$. In this model the frozen charge lowers the peak field, and the steady state is the one that fixes the permitted doping. The frozen state is only a limiting case. With the numbers of (d) its field lies between 2.4 and 2.6 MV/cm, where the Poole--Frenkel lowering $q\sqrt{qE/(\pi\varepsilon)}$ of a Coulombic donor level is 0.37 to 0.39 eV. This exceeds the depth found in (d), so such donors would not stay neutral at these fields.

\subsection*{(d) Numbers}

The permittivity is $\varepsilon=8.854\times10^{-13}$ F/cm. From (\ref{eq:design}),
\begin{align}
W&=\frac{2\times5000\ \mathrm{V}}{5\times10^{6}\ \mathrm{V/cm}}=2.0\times10^{-3}\ \mathrm{cm}=20\ \mu\mathrm{m},\\
N&=\frac{8.854\times10^{-13}\times(5\times10^6)^2}{2\times1.602\times10^{-19}\times5000}\ \mathrm{cm^{-3}}
=1.38\times10^{16}\ \mathrm{cm^{-3}} .
\end{align}
The electron density in the on-state is $fN=6.91\times10^{14}\ \mathrm{cm^{-3}}$. Baliga's figure of merit is
\begin{equation}
\varepsilon\mu E_c^3=8.854\times10^{-13}\times100\times(5\times10^6)^3\ \mathrm{W/cm^2}
=1.1068\times10^{10}\ \mathrm{W/cm^2},
\end{equation}
and the resistances are
\begin{align}
R_B&=\frac{4\times5000^2}{1.1068\times10^{10}}\ \Omega\,\mathrm{cm^2}=9.035\ \mathrm{m\Omega\,cm^2},\\
R&=\frac{R_B}{0.05}=181\ \mathrm{m\Omega\,cm^2}=1.81\times10^{-5}\ \Omega\,\mathrm{m^2}.
\end{align}

For the donor depth, (\ref{eq:neutral}) gives
\begin{equation}
n_1=\frac{0.05^2\times1.382\times10^{16}}{0.95}\ \mathrm{cm^{-3}}=3.64\times10^{13}\ \mathrm{cm^{-3}},
\end{equation}
and the definition of $n_1$ in (\ref{eq:occ}), solved for $E_d$, gives
\begin{equation}
E_d=kT\ln\frac{N_c}{g\,n_1}
=0.02585\ \mathrm{eV}\times\ln\frac{10^{19}}{2\times3.64\times10^{13}}=0.306\ \mathrm{eV}.
\end{equation}
A level about twelve times $kT$ below the band thus leaves 95 percent of the donors neutral at this doping.

The shape of the depletion edge follows from Poisson's equation with the charge density (\ref{eq:rho}). It was integrated in space by a Runge--Kutta method with adaptive steps, from the neutral side up to the point where the field reaches $E_c$. The voltage there is 5000.079 V, the value that (\ref{eq:corr}) predicts. At least 95 percent of the donors are ionized over a region that makes up 99.6 percent of the nominal 20 $\mu$m. The layer that is 95 percent neutral in the on-state is therefore almost completely charged when it blocks.

If the depletion edge is placed where the net charge is half of $qN$, the same integration gives a width of 19.979 $\mu$m. For practically fully ionized donors it gives 19.995 $\mu$m. With these widths the resistance ratio is $20\times19.979/19.995=19.98$. The small departure from 20 reflects the finite thickness of the edge and depends on where the edge is taken to be.

\section*{Variation 1: counting the electrons as the depletion charge}

\textit{A designer takes $qfN'$ as the depletion charge of a layer with donor density $N'$, and keeps $f=0.05$. What doping and resistance result on paper, and what does the layer really do?}

On paper the condition (\ref{eq:design}) applies to $fN'$, so $fN'=N$ and
\begin{equation}
N'=\frac{N}{f}=\frac{1.382\times10^{16}}{0.05}\ \mathrm{cm^{-3}}=2.76\times10^{17}\ \mathrm{cm^{-3}} .
\end{equation}
The electron density would be $fN'=N$, the resistance would be $R_B$, and incomplete ionization would seem to cost nothing.

In steady blocking the charge density is $qN'$. The field reaches $E_c$ at the voltage
\begin{equation}
V'=\frac{\varepsilon E_c^2}{2qN'}=f\,\frac{\varepsilon E_c^2}{2qN}=fV=250\ \mathrm{V},
\end{equation}
when only $2V'/E_c=1\ \mu$m of the layer is depleted. The spatial integration described above gives 250.12 V for this doping. The layer fails at one twentieth of the intended voltage.

The paper resistance is wrong as well, because $f$ does not stay at 0.05. With $n_1$ unchanged, the numerical root of (\ref{eq:neutral}) at $N'$ is $f'=0.0114$. The electron density is then $f'N'=3.15\times10^{15}\ \mathrm{cm^{-3}}$ and not $1.38\times10^{16}\ \mathrm{cm^{-3}}$. A 20 $\mu$m layer with this doping and the same mobility would have $1.38/0.315=4.4$ times the resistance $R_B$.

\section*{Variation 2: the same donor at another voltage}

\textit{The donor level stays at 0.306 eV and the temperature at 300 K, but the layer is designed for 1 kV or 10 kV. Is the resistance still twenty times Baliga's value? How does $R$ scale with $V$ if $\mu$ and $E_c$ do not depend on doping?}

By (\ref{eq:design}) the doping changes as $1/V$, and by (\ref{eq:neutral}) $f$ changes with it. Taking the logarithm of (\ref{eq:neutral}),
\begin{equation}
2\ln f+\ln N-\ln(1-f)=\ln n_1 ,
\end{equation}
and differentiating at constant $n_1$ with $df=f\,d\ln f$, we find
\begin{equation}
\left(2+\frac{f}{1-f}\right)d\ln f+d\ln N=0
\quad\Rightarrow\quad
\frac{d\ln f}{d\ln N}=-\frac{1-f}{2-f}.
\end{equation}
Since $d\ln N=-d\ln V$, the fraction rises with the design voltage. From $R\propto V^2/f$,
\begin{equation}
\frac{d\ln R}{d\ln V}=2-\frac{1-f}{2-f}=\frac{3-f}{2-f}.
\end{equation}
For $f\to1$ the exponent is 2, as in Baliga's formula. For $f\to0$ it is $3/2$. At $f=0.05$ it is $2.95/1.95=1.51$.

The positive root of the quadratic equation (\ref{eq:neutral}) gives the fractions themselves:
\begin{center}
\begin{tabular}{cccc}
$V$ (kV) & $N$ ($\mathrm{cm^{-3}}$) & $f$ & $R/R_B$\\
1 & $6.91\times10^{16}$ & 0.0227 & 44.1\\
5 & $1.38\times10^{16}$ & 0.0500 & 20.0\\
10 & $6.91\times10^{15}$ & 0.0700 & 14.3
\end{tabular}
\end{center}
Baliga's resistance scales as $V^2$, so it is $9.035/25=0.361\ \mathrm{m\Omega\,cm^2}$ at 1 kV and $9.035\times4=36.1\ \mathrm{m\Omega\,cm^2}$ at 10 kV. Multiplied by the ratios in the table, these become 15.9 and 517 $\mathrm{m\Omega\,cm^2}$ (computed with unrounded values).

The factor of twenty thus belongs to the fraction of 5 percent and not to the donor as such. The low-voltage design suffers more, because its heavier doping supplies more electrons for the donors to capture. A figure of merit $f\varepsilon\mu E_c^3$ for a material with a deep donor therefore has to be quoted together with the design voltage and the temperature.
